# Fractional 3d–4s Occupation in Spherical Local-Spin-Density Iron and Cobalt

## Question

Electrons come in whole numbers, and an iron atom is usually assigned a configuration such as $3d^6\,4s^2$. Yet when a spherical iron or cobalt atom is treated in the local-spin-density approximation (LSD) and the shell occupations are allowed to vary, the lowest energy lies at a fractional division of electrons between 3d and 4s, with the two partly filled levels at the same eigenvalue. Why?

## The mechanism

Two levels compete for one electron. The 3d shell is compact and the 4s shell is diffuse. Suppose that, for an integer configuration, the minority-spin 3d level has room and lies below the occupied minority-spin 4s level. Moving a little charge from 4s to 3d then lowers the energy. But charge added to the compact shell repels the charge already there, so the 3d level rises relative to 4s. If it overtakes 4s before a whole electron has moved, further transfer costs energy. The transfer stops at the crossing, where the levels are equal.

This argument uses eigenvalues as if they were the energy cost of adding charge. Janak's theorem justifies that. The rest depends on the signs of the level difference at the two integer ends and on how it varies between them, and these have to be calculated.

## The energy as a function of occupations

Hartree atomic units are used, and relativity is neglected. A shell $i$ has quantum numbers $n,l$ and a spin $\sigma_i$. It holds $n_i$ electrons, with $0\le n_i\le 2l+1$, spread evenly over its $2l+1$ orbitals. Let $\phi_i$ be a normalised orbital of the shell and $|\phi_i|^2$, when used as a density, its average over the $2l+1$ orbitals. The spin densities are then spherical:

$$\rho_\sigma(r)=\sum_{i:\,\sigma_i=\sigma} n_i|\phi_i|^2,\qquad \rho=\rho_\uparrow+\rho_\downarrow .$$

The energy is

$$E=\sum_i n_i\langle\phi_i|t-\tfrac{Z}{r}|\phi_i\rangle+\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'+\int e_{xc}(\rho_\uparrow,\rho_\downarrow)\,d^3r ,$$

with $t=-\frac12\nabla^2$. For exchange and correlation, $e_{xc}$ is the energy per volume of a uniform spin-polarised electron gas.

First hold the occupations fixed and make $E$ stationary with respect to orthonormal orbitals. Varying $\phi_i^*$ gives

$$n_i h_{\sigma_i}\phi_i=\sum_j\lambda_{ji}\phi_j,\qquad h_\sigma=t-\frac Zr+v_H+v_{xc,\sigma},$$

where $v_H$ is the electrostatic potential energy due to $\rho$, and $v_{xc,\sigma}=\partial e_{xc}/\partial\rho_\sigma$. Projection on $\phi_j$ gives $\lambda_{ji}=n_i\langle\phi_j|h|\phi_i\rangle$. The multipliers form a Hermitian matrix, so for two shells of the same $l$ and spin

$$(n_i-n_j)\langle\phi_j|h|\phi_i\rangle=0 .$$

If the occupations differ, the off-diagonal element vanishes. If they are equal, a rotation among the orbitals leaves the density unchanged and can be chosen to remove it. Shells of different $l$ do not mix, because $h$ is spherical. Hence $h_{\sigma_i}\phi_i=\varepsilon_i\phi_i$ also for fractional occupations. For an empty shell this equation defines the orbital.

## Janak's theorem

Now change $n_i$ and let all orbitals readjust. The energy changes in two ways. The explicit change, with orbitals held fixed, is

$$\left.\frac{\partial E}{\partial n_i}\right|_{\phi}
=\langle\phi_i|t-\tfrac Zr|\phi_i\rangle+\int v_H|\phi_i|^2d^3r+\int v_{xc,\sigma_i}|\phi_i|^2d^3r=\varepsilon_i .$$

The factor $\frac12$ in the Hartree energy has gone because $\rho$ occurs there twice. The change through the orbitals is

$$\sum_j n_j\left[\left\langle\frac{d\phi_j}{dn_i}\Big|h\Big|\phi_j\right\rangle+\left\langle\phi_j\Big|h\Big|\frac{d\phi_j}{dn_i}\right\rangle\right]
=\sum_j n_j\varepsilon_j\frac{d}{dn_i}\langle\phi_j|\phi_j\rangle=0,$$

since every orbital stays normalised. Therefore

$$\boxed{\frac{\partial E}{\partial n_i}=\varepsilon_i}$$

The eigenvalue is a slope at a given set of occupations. It is not, in general, the energy change for moving a whole electron, because it changes during the move.

## What a minimum requires

Keep the total number of electrons fixed and move a small amount $\delta>0$ from shell $a$ to shell $b$. To first order,

$$\delta E=\delta\,(\varepsilon_b-\varepsilon_a).$$

The move is possible if $a$ is not empty and $b$ is not full. At a minimum no possible move may lower the energy, so $\varepsilon_b\ge\varepsilon_a$ for each such pair. If both shells are partly filled, the reverse move is possible too, and the two inequalities give $\varepsilon_a=\varepsilon_b$. With $\mu$ denoting this common value,

- full shells have $\varepsilon_i\le\mu$;
- partly filled shells have $\varepsilon_i=\mu$;
- empty shells have $\varepsilon_i\ge\mu$.

So a fractional minimum implies equal eigenvalues. The converse needs more: equal eigenvalues make the energy stationary, and the curvature decides whether the point is a minimum or a maximum.

For iron, take the path

$$3d_\uparrow^{5}\,4s_\uparrow^{1}\,3d_\downarrow^{1+x}\,4s_\downarrow^{1-x},\qquad 0\le x\le1,$$

which runs from $3d^6\,4s^2$ to $3d^7\,4s^1$. The charge moves within the minority spin, so the excess of four up electrons is unchanged. For cobalt the 3d↓ occupation is $2+x$. Since $dn_{3d\downarrow}/dx=1$ and $dn_{4s\downarrow}/dx=-1$, Janak's theorem gives

$$\frac{dE}{dx}=g(x),\qquad g(x)=\varepsilon_{3d\downarrow}-\varepsilon_{4s\downarrow}.$$

If $g(0)<0$, the energy falls on leaving the first integer end. If $g(1)>0$, it also falls on moving back from the second. A continuous $g$ must then vanish in between, and the lowest energy on the path lies inside the interval. If $g$ rises throughout, it vanishes once, and that point $x^*$ is the minimum.

The same signs show why neither end satisfies the rule of filling the lowest levels first. At $x=0$ there is room in 3d↓ below an occupied 4s↓ level. At $x=1$ the occupied 3d↓ level lies above an empty 4s↓ level. The rule sends the electron to 3d in the first case and back to 4s in the second.

## Why the 3d level rises

Freeze the orbitals at their form for some $x_0$. The density then changes linearly, by $(x-x_0)\Delta$, with

$$\Delta=|\phi_{3d\downarrow}|^2-|\phi_{4s\downarrow}|^2 .$$

The kinetic and nuclear energies are linear in $x$ and have no curvature. Differentiating the other two terms twice gives

$$E''_{\rm frozen}=J_{dd}+J_{ss}-2J_{ds}+\int\frac{\partial^2e_{xc}}{\partial\rho_\downarrow^2}\,\Delta^2\,d^3r,$$

where $J_{ab}$ is the Coulomb repulsion between the one-electron shell densities $a$ and $b$.

The Hartree part is positive for any two different densities. Let $V$ be the potential of $\Delta$, so that $\nabla^2V=-4\pi\Delta$. Then

$$J_{dd}+J_{ss}-2J_{ds}=\int\Delta V\,d^3r=-\frac1{4\pi}\int V\nabla^2V\,d^3r=\frac1{4\pi}\int|\nabla V|^2d^3r>0 .$$

The surface term in the integration by parts vanishes: on a sphere of radius $R$ it falls at least as fast as $1/R$ for any localised charge, and faster still here, where $\Delta$ carries no net charge. The exchange part has the opposite sign. From $v_{x,\downarrow}=-(6\rho_\downarrow/\pi)^{1/3}$,

$$\frac{\partial^2e_x}{\partial\rho_\downarrow^2}=-\frac13\left(\frac6\pi\right)^{1/3}\rho_\downarrow^{-2/3}<0 .$$

The real orbitals also relax. Assume that the self-consistent orbitals minimise the energy at fixed occupations. The relaxed energy then lies on or below the frozen one and touches it at $x_0$. The difference $E_{\rm frozen}-E$ has its minimum there, so its second derivative cannot be negative:

$$E''(x_0)\le E''_{\rm frozen}(x_0).$$

Relaxation therefore works against the rise of 3d relative to 4s. Whether a positive curvature survives is a question for the numbers.

## Why the energy prefers a fraction to a mixture

A fractional occupation could be read as a statistical mixture: a fraction $1-x$ of atoms in one integer configuration and $x$ in the other. The energy of such a mixture is

$$E_{\rm mix}(x)=(1-x)E(0)+xE(1).$$

It is a straight line, with its lowest point at an end unless the two energies are equal. The LSD energy behaves differently because its Hartree term depends on the mean density.

To see the difference, keep the orbitals frozen and count direct repulsion, with one value $J_{dd}$ for every 3d pair. An integer number $m$ of 3d↓ electrons has $m(m-1)/2$ pairs. The Hartree energy contains $m^2/2$ instead; the excess $m/2$ is the repulsion of each electron with itself. Suppose that this excess were removed by a term linear in occupation, so that both integer ends were right. For $n=m+x$ the mean-field count minus that of the mixture would still be

$$\frac{(m+x)^2}{2}-\frac{(1-x)m^2+x(m+1)^2}{2}=\frac{x^2-x}{2}=-\frac{x(1-x)}2 .$$

The linear term cancels from this difference. The 4s↓ shell, with occupation $1-x$, gives the same result times $J_{ss}$. For the 3d↓–4s↓ repulsion, the mean field has $(m+x)(1-x)$ and the mixture has $(1-x)m$, a difference of $+x(1-x)$. Repulsion with all other shells is linear in $x$ and gives no difference. Altogether,

$$E_H-E_{H,\rm mix}=-\tfrac12x(1-x)\,(J_{dd}+J_{ss}-2J_{ds}).$$

With frozen orbitals, the Hartree part of the sag below the straight line is thus the Hartree curvature seen from the ends. The $J_{dd}$ and $J_{ss}$ terms come from letting a fraction of an electron repel itself as a smooth charge, with energy proportional to the square of the fraction. The $J_{ds}$ term has the opposite sign: in the mean field the moving electron is partly in both shells, and its two parts repel each other, which never happens in the mixture. What remains is the self-repulsion of the transfer density $\Delta$. With frozen orbitals, an exchange-correlation functional that reproduced the mixture would have to cancel this curvature. With relaxed orbitals, it is the curvature left after exchange-correlation and relaxation that would have to vanish, and this remainder sets the actual sag. In the iron values, LSD exchange and correlation cancel a small part of the Hartree curvature, relaxation removes most of the rest, and a positive remainder survives.

## Iron in numbers

The calculation uses Dirac exchange and Perdew–Wang correlation, with all orbitals relaxed at each $x$. Energies are in hartree.

| $x$ | $\varepsilon_{3d\downarrow}$ | $\varepsilon_{4s\downarrow}$ | $g$ | $E(x)-E(0)$ |
|---|---|---|---|---|
| 0 | −0.2139 | −0.1828 | −0.0311 | 0 |
| 0.25 | −0.1800 | −0.1694 | −0.0106 | −0.0052 |
| 0.50 | −0.1486 | −0.1560 | +0.0075 | −0.0055 |
| 0.75 | −0.1196 | −0.1426 | +0.0230 | −0.0016 |
| 1 | −0.0932 | −0.1290 | +0.0358 | +0.0058 |

Both levels rise as charge moves inward, but 3d↓ rises by 0.121 and 4s↓ by 0.054. The difference $g$ changes sign and increases from each row to the next, so the conditions for a single fractional minimum are met at the sampled points.

Janak's theorem can be checked against total energies. At $x=0.30$ a finite difference gives $\partial E/\partial n_{3d\downarrow}=-0.173516$, and the eigenvalue is $-0.173515$. For a whole electron the slope must be integrated. Simpson's rule with the five values of $g$ gives

$$E(1)-E(0)\approx\frac{0.25}{3}\big[-0.0311+4(-0.0106)+2(0.0075)+4(0.0230)+0.0358\big]=0.0058,$$

in agreement with the difference of the total energies. The initial slope alone would have suggested a gain of 0.031 for the whole transfer; in fact it costs 0.0058.

A straight line between the end values of $g$ would put the crossing at $0.0311/(0.0311+0.0358)=0.46$. But $g$ rises more steeply at small $x$, which moves the crossing to a smaller value. Solving for equal eigenvalues gives $x^*=0.392$, and a search that uses total energies alone gives the same number. The minimum is therefore

$$3d^{6.39}\,4s^{1.61},\qquad \mu=-0.1618\ \text{hartree}=-4.40\ \text{eV}.$$

It lies 0.0059 hartree (0.16 eV) below $3d^6\,4s^2$ and 0.0117 hartree (0.32 eV) below $3d^7\,4s^1$. A larger basis and a finer grid leave $x^*$ unchanged to the digits given.

The other shells obey the conditions too. The full 3d↑ and 4s↑ shells lie at −0.277 and −0.196, below $\mu$; the empty 4p levels lie at −0.053 and −0.037, above it. Moving 0.02 electron from 4s↑ to 3d↓ should cost, to first order, $0.02\times(-0.1618+0.1962)=0.69$ millihartree; the calculated cost is 0.70.

The curvature at $x^*$ shows what holds the minimum in place. The Hartree part is

$$0.770+0.282-2(0.359)=0.334,$$

with $J_{dd}$ the largest integral, as expected for the compact shell. Exchange and correlation contribute −0.052, which cancels about 16% of it and leaves 0.282 for frozen orbitals. Relaxation removes about three quarters of this and leaves 0.072. The surviving curvature is modest but positive.

It also accounts for the sag. For constant curvature $C$, a curve lies below the line joining its ends by $\frac12Cx(1-x)$, here

$$\tfrac12(0.0716)(0.392)(0.608)=0.0085 .$$

The calculated value is 0.0082; the small difference reflects the variation of the curvature along the path.

## Cobalt, and a case where the answer is an integer

For cobalt, $g(0)=-0.0690$ and $g(1)=+0.0097$. The 3d↓ level starts further below 4s↓ than in iron and overtakes it late. The crossing is at $x^*=0.839$, so the minimum is $3d^{7.84}\,4s^{1.16}$ with a common eigenvalue of −0.1478 hartree (−4.02 eV). It lies 0.0269 hartree below $3d^7\,4s^2$, but only 0.0008 hartree below $3d^8\,4s^1$. A small upward shift of 4s↓ relative to 3d↓, by more than 0.0097 at $x=1$, would make $g(1)$ negative there and remove the reason for the electron to move back.

Copper shows that Janak's theorem does not by itself produce fractions. In $3d^{10}\,4s^1$ the 3d↓ level is at −0.197 and the 4s↑ level at −0.184, while the empty 4s↓ level is higher, at −0.154. Moving 0.1 electron from 3d↓ to 4s↓ costs $0.1\times0.0428=0.0043$ to first order and 0.0047 in the full calculation. The levels are filled from the bottom with whole numbers, and there is nothing for a fractional transfer to gain.

## What the fraction means

The value 6.39 is a property of an approximate energy functional restricted to spherical densities. It is not a prediction that a measurement would find 6.39 electrons in the 3d shell of iron. The restriction matters: even the integer 3d↓¹ configuration is represented here by one fifth of an electron in each of five orbitals. If the density were allowed to lose its spherical shape, the five orbitals could have different energies, and the balance would have to be calculated again. A functional with a different curvature could also shift the crossing. Even the choice of fit to the electron-gas correlation energy changes the second decimal: for iron $x^*$ is 0.398 with the Vosko–Wilk–Nusair fit and 0.405 with the Perdew–Zunger fit. The neglect of relativity matters more. A scalar-relativistic kinetic energy (zeroth-order regular approximation) lowers 4s relative to 3d and raises $g$ by about 0.01 hartree. The minimum stays fractional, but it moves to $x^*\approx0.24$ for iron and $x^*\approx0.68$ for cobalt. With no curvature there would be no preferred fraction, and with negative curvature a point of equal eigenvalues would be a maximum.

In the spherical LSD iron and cobalt atoms, equal eigenvalues of the partly filled 3d↓ and 4s↓ shells mean that a small transfer between them gains nothing to first order, and the positive curvature makes this point a minimum on the path. The fraction itself measures how much charge must enter the 3d shell before 3d has lost its initial advantage over 4s. The added repulsion drives this loss, but the relaxation of the orbitals slows it considerably, so the iron crossing comes at $x=0.39$, against about 0.11 with the orbitals frozen at their $3d^6\,4s^2$ form. The values of the main calculation are in the numerical output below.

## Table of computed values

```
Bare Fe nucleus 1s: solver -337.99999, -Z^2/2 = -338.00000 hartree
N atom energy, radial solver / PySCF: -54.13438 / -54.13436 hartree
Fe total energy at x=0 (3d6 4s2): -1261.2129 hartree
Fe: x, eps 3d-down, eps 4s-down, g, E(x)-E(0), all energies in hartree
  0.00  -0.21387  -0.18279  -0.03108  +0.00000
  0.25  -0.18000  -0.16942  -0.01059  -0.00516
  0.50  -0.14856  -0.15603  +0.00747  -0.00550
  0.75  -0.11963  -0.14259  +0.02296  -0.00164
  1.00  -0.09323  -0.12902  +0.03578  +0.00576
Fe at x=0.30: shell, dE/dn by finite difference, eigenvalue (hartree)
  4s-down  -0.166741  -0.166741
  3d-up    -0.291664  -0.291664
  3d-down  -0.173516  -0.173515
Fe E(1)-E(0): direct +0.005761, integral of g +0.005761 hartree
Fe x*: equal eigenvalues 0.3923, lowest energy 0.3923
Fe occupations at minimum: 3d 6.392, 4s 1.608 electrons
Fe common eigenvalue mu: -0.16180 hartree = -4.403 eV
Fe E(x*)-E(0): -0.00590 hartree = -0.161 eV
Fe E(x*)-E(1): -0.01166 hartree = -0.317 eV
Fe E(x*) minus straight line between the ends: -0.00816 hartree
Fe at x*: eps 3d-up -0.27658, 4s-up -0.19617 hartree (full)
Fe at x*: eps 4p-up -0.05286, 4p-down -0.03724 hartree (empty)
Fe energy change on moving 0.02 electron away from the minimum:
  4s-up to 3d-down: +0.6990 millihartree
  3d-up to 3d-down: +2.2832 millihartree
  3d-down to 4p-up: +2.2004 millihartree
Fe J_dd 0.7701, J_ss 0.2821, J_ds 0.3589 hartree
Fe xc part of frozen curvature: -0.0520 hartree
Fe curvature, frozen orbitals: 0.2824 hartree
Fe curvature, relaxed: from g 0.0716, from E 0.0716 hartree
Fe x* with larger basis and finer grid: 0.3923
Co g at x=0 and x=1: -0.06898, +0.00970 hartree
Co x*: equal eigenvalues 0.8394, lowest energy 0.8394
Co occupations at minimum: 3d 7.839, 4s 1.161 electrons
Co common eigenvalue: -0.14775 hartree = -4.020 eV
Co eps 4s-up at x*: -0.18409 hartree
Co E(x*)-E(0), E(x*)-E(1): -0.02690, -0.00079 hartree
Cu 3d10 4s1: eps 3d-down -0.19704, 4s-up -0.18377, empty 4s-down -0.15425 hartree
Cu energy change, 0.1 electron 3d-down to 4s-down: +0.00466 hartree
```
